Spin-Density-Wave Transition Temperature of Perfectly Nested Bands in Mean-Field Theory

In a model metal with a nested energy window of ±0.6 eV, raising the on-site repulsion from 0.8 to 1.4 eV, a factor of 1.75, raises the magnetic ordering temperature from 53 K to 453 K, a factor of about 8.5. The window and the density of states are held fixed. At the intermediate value of 1.2 eV the thermal energy at the transition is 24 meV, far below every energy put into the model. Both facts follow from a logarithm that perfect nesting produces.

**Setting and assumptions**

Electrons move on a lattice of N sites, one site per cell, with on-site repulsion U > 0:

H = Σ_kσ ε_k c†_kσ c_kσ + U Σ_i n_i↑ n_i↓.

Energies are measured from the chemical potential, which includes the uniform Hartree shift Un̄/2, where n̄ is the mean number of electrons per site. The temperature enters as t = k_B T, an energy.

(A1) Nesting. There is a wavevector Q, with 2Q a reciprocal-lattice vector, such that states at k in an electron band have energy ξ and their partners at k+Q in a hole band have energy −ξ, for all |ξ| < W. With one site per cell, these two "bands" are two parts of the single band ε_k, in different regions of k-space that the shift by Q exchanges.

(A2) Constant density of states. In this window the two bands together have N_F states per eV, spin and site, so each band has N_F/2. The window holds 2WN_F states per spin and site, which cannot exceed 1.

(A3) The states outside the window do not respond to the order.

(A4) Mean-field theory for a static, collinear spin wave in a clean metal:

⟨n_iσ⟩ = n̄/2 + σM s_i, s_i = exp(iQ·r_i) = ±1, σ = ±1.

Set λ = N_F U and Δ = UM.

**Theorem.** Under (A1)–(A4) a continuous spin-density-wave transition occurs at one temperature t_N = k_B T_N for every U > 0. It satisfies

t_N = (2e^γ/π) W exp(−1/λ + r), 0 < r < (2t_N/W) exp(−W/t_N),

where γ is Euler's constant. Hence, for t_N ≪ W,

k_B T_N ≈ 1.134 W exp(−1/(N_F U)).

If the density of one band, N_b = N_F/2, is used instead, the same exponent reads −1/(2N_b U).

**Lemma 1 (grand potential).** Apart from a constant, the mean-field grand potential per site is

Ω(Δ) = Δ²/U − 4tN_F ∫_0^W dξ ln[2cosh(E/2t)], E = √(ξ² + Δ²).

Proof. Neglecting the product of fluctuations gives

n_↑n_↓ → ⟨n_↑⟩n_↓ + ⟨n_↓⟩n_↑ − ⟨n_↑⟩⟨n_↓⟩.

An electron of spin σ feels U⟨n_−σ⟩ = Un̄/2 − σΔs_i. The last term contributes −U(n̄²/4 − M²), whose order-dependent part is +UM² = Δ²/U.

In Fourier space Σ_i s_i c†_i c_i = Σ_k c†_{k+Q} c_k. Since k+2Q is equivalent to k, this sum couples each pair (k, k+Q) in both directions. The matrix for a pair is

h = [[ξ, −σΔ], [−σΔ, −ξ]].

Its square is (ξ²+Δ²) times the unit matrix and its trace vanishes, so its eigenvalues are ±E for either spin. The two levels hold f(E) + f(−E) = 1 electron, where f is the Fermi function. The density therefore does not change with Δ, and the term in n̄² is a constant.

A level ε contributes −t ln(1+e^{−ε/t}). For the two levels,

ln(1+e^{−E/t}) + ln(1+e^{E/t}) = 2 ln[2cosh(E/2t)].

Each pair is counted once by summing over the electron band, with density N_F/2. Two spins, this density and the factor 2 above give −2tN_F ∫_{−W}^{W} dξ ln[2cosh(E/2t)]. The integrand is even in ξ, which gives the stated form. ∎

Minimizing Ω is justified as follows. Let m(Δ) be the staggered spin amplitude produced by the field Δ, and Ω_0 the grand potential of the electrons in that field. The Bogoliubov inequality bounds the true grand potential from above by Ω_0 + 2Δm − Um², up to the same constant. Since Ω = Ω_0 + Δ²/U,

Ω − (Ω_0 + 2Δm − Um²) = (Δ − Um)²/U ≥ 0.

Thus Ω is also an upper bound, and it equals the variational one when Δ = Um, which is self-consistency.

**Lemma 2 (one transition).** Define

J(Δ,t) = ∫_0^W dξ tanh(E/2t)/E.

The order vanishes continuously at the single temperature where J(0,t_N) = 1/λ.

Proof. Since ∂E/∂Δ = Δ/E, the derivative of ln cosh(E/2t) is Δ tanh(E/2t)/(2tE). Therefore

∂Ω/∂Δ = 2Δ[1/U − N_F J(Δ,t)].

The function tanh(x/2t)/x falls as x grows, because tanh is concave for positive argument and starts at zero. It also falls as t grows. Hence J decreases strictly with Δ and with t. At Δ = 0 it diverges as t → 0, where the integrand tends to 1/ξ, and it vanishes as t → ∞. So J(0,t) = 1/λ has one solution, t_N.

For t ≥ t_N and Δ > 0, J(Δ,t) < 1/λ, so Ω rises from Δ = 0 and the metal is unordered. For t < t_N, J(0,t) > 1/λ, while J → 0 for large Δ. The bracket changes sign once, from negative to positive, and Ω has its minimum at that nonzero Δ. By continuity and strict monotonicity this Δ shrinks to zero as t → t_N. ∎

**Lemma 3 (the constant).**

K = ∫_0^∞ dx ln x sech²x = ln(π/4) − γ.

Proof. Expand sech²x = 4Σ_{n≥1} (−1)^{n−1} n e^{−2nx}. For s > 1, integration term by term gives

F(s) = ∫_0^∞ dx x^s sech²x = 2^{1−s} Γ(1+s) η(s), η(s) = Σ_{n≥1} (−1)^{n−1} n^{−s}.

Averaging the series for η with the same series shifted by one term gives

η(s) = 1/2 + (1/2) Σ_{n≥1} (−1)^{n−1} [n^{−s} − (n+1)^{−s}].

This converges for s > −1 and continues the identity analytically to s = 0. There η(0) = 1/2, and

η′(0) = (1/2) Σ_{n≥1} (−1)^{n−1} ln[(n+1)/n] = (1/2) ln[(2/1)(2/3)(4/3)(4/5)…] = (1/2) ln(π/2),

by Wallis's product. Hence F(0) = 1. Since F(0) = 1, F′(0) equals the logarithmic derivative. With Γ′(1) = −γ,

K = F′(0) = −ln 2 − γ + η′(0)/η(0) = −ln 2 − γ + ln(π/2) = ln(π/4) − γ. ∎

**Proof of the theorem.** Put x = ξ/2t and X = W/2t. Integration by parts gives

J(0,t) = ∫_0^X dx tanh x/x = tanh X ln X − ∫_0^X dx ln x sech²x.

The boundary term at zero vanishes because x ln x → 0. As X → ∞, J − ln X therefore tends to −K. Its derivative with respect to X is (tanh X − 1)/X, so integrating back from infinity gives

J(0,t) = ln X − K + r, r = ∫_X^∞ dx (1 − tanh x)/x.

Here 1 − tanh x = 2/(e^{2x}+1) < 2e^{−2x}, and 1/x ≤ 1/X, so

0 < r < e^{−2X}/X = (2t/W) e^{−W/t}.

The other terms combine to

ln X − K = ln[(W/2t)(4e^γ/π)] = ln(2e^γW/πt).

By Lemma 2, 1/λ = ln(2e^γW/πt_N) + r. Solving for t_N proves the theorem. ∎

**Why the dependence is exponential**

Each nested pair responds to a staggered field with weight tanh(ξ/2t)/ξ. Pairs with t ≪ ξ < W have weight close to 1/ξ, so each factor of ten in energy contributes equally, and temperature cuts the sum off from below. To make the logarithm as large as 1/λ, t must be exponentially small compared with W. At fixed W and N_F, dropping r,

d ln T_N/d ln U = 1/λ.

The function exp(−1/λ) has no power series around U = 0: all its derivatives vanish as U → 0 from above. The weak-coupling transition is thus invisible to an expansion of T_N in powers of U.

The sign of the interaction matters too. For a charge wave, ⟨n_iσ⟩ = n̄/2 + Cs_i, both spins feel +UCs_i, which repels electrons from the sites where they have accumulated. Self-consistency would require C to equal a negative number times C, so C = 0.

A Hartree–Fock calculation in real space, which takes the mean-field decoupling as given, tests the folding into pairs and the resulting gap equation. It used a half-filled ring of 42 sites with U = 3 and t = 0.1 in units of the hopping. It gave M = 0.310283, the same as the folded-band equation to the digits shown, while an initial charge wave of amplitude 0.2 per spin decayed to rounding error. The ring checks the algebra; mean-field order on it is no evidence for order in one dimension.

**The ordered state in two limits**

At zero temperature tanh → 1, and the condition J = 1/λ becomes

1/λ = ∫_0^W dξ/√(ξ²+Δ_0²) = arsinh(W/Δ_0), so Δ_0 = W/sinh(1/λ).

Writing sinh(1/λ) = e^{1/λ}(1−e^{−2/λ})/2 and dividing by t_N without r,

2Δ_0/(k_B T_N) = (2π/e^γ)/(1 − e^{−2/λ}) → 3.53 for small λ.

This is the BCS ratio. The SDW mixes an electron with a partner of opposite energy, and the resulting gap equation has the BCS form.

Near T_N, the product cosh z = Π_{n≥0}[1 + z²/((n+1/2)²π²)] gives, after taking the derivative of its logarithm and setting z = x/2t,

tanh(x/2t)/x = 4t Σ_{n≥0} 1/(ω_n² + x²), ω_n = (2n+1)πt.

Put x² = ξ²+Δ² and expand to first order in Δ². For t ≪ W the upper limit of this correction may be taken to infinity. With ∫_0^∞ dξ/(ω²+ξ²)² = π/(4ω³) and Σ_n (2n+1)^{−3} = 7ζ(3)/8,

J(Δ,t) ≈ J(0,t) − πtΔ² Σ_n ω_n^{−3} = J(0,t) − [7ζ(3)/(8π²)] Δ²/t².

Since J(0,t) − 1/λ = ln(t_N/t), Δ grows as the square root of T_N − T just below the transition.

**Remark on imperfect nesting**

Let both bands be shifted by δ > 0, so that the pair energies are ±ξ + δ. With order they become δ ± E. The derivative of the pair's grand potential with respect to E is f(δ+E) − f(δ−E). Using f(ε) = [1 − tanh(ε/2t)]/2, the integral that must equal 1/λ at the linear instability is

B(δ,t) = ∫_0^W dx [tanh((x+δ)/2t) + tanh((x−δ)/2t)]/(2x).

For t → 0 the numerator is zero below x = δ and 2 above it, so B → ln(W/δ). At zero temperature the unordered state is then unstable to a small wave at fixed Q if

U > 1/[N_F ln(W/δ)].

At this fixed Q, mismatch therefore removes the instability at arbitrarily weak U. This condition does not exclude a jump to a finite gap, an instability at nonzero temperature for somewhat smaller U, or a wave with another Q. For flat Fermi sheets, as in one dimension, a shifted Q nests one of the two directions perfectly and leaves the other mismatched by 2δ. Half of the logarithm then survives, and an instability remains at any U, at a much lower temperature.

For δ ≪ t ≪ W, the numerator divided by 2 is g(x) + (δ²/2)g″(x), with g(x) = tanh(x/2t). From the series above,

∫_0^∞ dx g″(x)/x = 4t Σ_n ∫_0^∞ dx 2(x²−3ω_n²)/(x²+ω_n²)³ = −4πt Σ_n ω_n^{−3} = −7ζ(3)/(2π²t²).

The middle step uses ∫_0^∞ x²dx/(x²+ω²)³ = π/(16ω³) and ∫_0^∞ dx/(x²+ω²)³ = 3π/(16ω⁵). Thus, to leading order,

ln(T/T_N) = −[7ζ(3)/(4π²)] (δ/k_BT_N)² = −0.213 (δ/k_BT_N)².

**Worked example**

Take W = 0.6 eV, N_F = 0.25 /(eV spin site) and U = 1.2 eV. Then λ = 0.25 × 1.2 = 0.30, and

k_B T_N = 1.134 × 0.6 eV × e^{−3.333} = 1.134 × 0.6 eV × 0.03567 = 24.3 meV,

or T_N = 282 K. The bound on r is 1.5×10⁻¹², so the closed form solves this model far more accurately than the model describes a metal. A separate test diagonalized the pair matrices on an energy grid and located the temperature at which a small gap first lowers Ω. It gave 281.63 K, against 281.64 K from the formula.

The zero-temperature gap parameter is Δ_0 = 42.9 meV, and 2Δ_0/k_BT_N = 3.532. At 0.95 and 0.99 T_N the gap parameter is 16.3 and 7.4 meV. Their ratio, 2.20, is close to the square-root value √5 = 2.24. With g = 2 the staggered moment is 2M = 2Δ_0/U = 0.071 Bohr magnetons per site.

**Remarks on real metals**

The parameters are round numbers that place T_N in the rough range of chromium, near 300 K; they do not calculate chromium. Its ordered moment is roughly half a Bohr magneton, far above the 0.07 found here, and its wave is incommensurate, which (A1) excludes. At an interconnect temperature of 378 K the example is unordered. With W and N_F fixed, order up to that temperature would need U = 1.316 eV, about 10% more.

The neglected effects differ greatly in size:

- Nesting: a mismatch of 10 meV lowers T_N from 282 to 271 K. The zero-temperature linear threshold at fixed Q becomes U = 0.98 eV. This is not the onset of order: at the same Q the linear instability already appears at nonzero temperature, near 50 K, from about 0.93 eV.
- Screening: suppose higher-order processes reduce λ by the fraction λ, a choice made only for illustration. Since 1/[λ(1−λ)] = 1/λ + 1/(1−λ), T_N is multiplied by exp[−1/(1−λ)] and falls to about 67 K. For small λ the factor tends to 1/e, so such a correction changes the prefactor even at weak coupling, while the leading exponent survives.
- Other states: the window holds 0.30 of the one state per spin and site. If the remaining 0.70 all form filled–empty pairs at ±3 eV, they add 0.70/(2×3 eV) = 0.117 /eV to the response. This multiplies T_N by exp(0.117/0.25), giving about 449 K. The distance of 3 eV is arbitrary and the result is not an upper limit. The same states at ±2 eV give about 567 K, and a nested band continued at the same density to ±2 eV, which sets W = 2 eV, gives about 939 K.
- Disorder: for a rough Fermi velocity of 5×10⁵ m/s, a mean free path of 10 nm gives a level broadening ħv_F/ℓ = 33 meV, or 1.36 k_BT_N. The clean-metal assumption then fails, and the formula should not be applied to such a sample. At 100 nm the ratio is 0.14, which is smaller but not negligible, because ordinary impurity scattering breaks the nested pairs. No shifted T_N is derived here.

The 282 K is therefore a property of the model with U taken as given. For a real conductor, uncertainty in the effective interaction alone can move the temperature by a factor of several. The numerical output lists the values used.

Computed values

```
nested half-width W = 0.60 eV
total density of states N_F = 0.25 /(eV spin site)
repulsion U = 1.20 eV
lambda = N_F U = 0.300
1/lambda = 3.3333
exp(-1/lambda) = 0.03567
prefactor 2 exp(gamma)/pi = 1.1339
kB T_N, formula = 24.270 meV
T_N, formula = 281.64 K
T_N, quadrature = 281.64 K
T_N, grand potential onset = 281.63 K
bound on log error = 1.5e-12
zero-T gap parameter, formula = 42.86 meV
low-T gap parameter, minimized = 42.86 meV
gap parameter at 0.95 T_N = 16.31 meV
gap parameter at 0.99 T_N = 7.42 meV
2 Delta_0/(kB T_N) = 3.5322
weak-coupling limit of ratio = 3.5278
zero-T staggered moment = 0.0714 Bohr magneton/site
U = 0.8 eV: lambda = 0.20, T_N = 53.2 K
U = 1.0 eV: lambda = 0.25, T_N = 144.6 K
U = 1.2 eV: lambda = 0.30, T_N = 281.6 K
U = 1.4 eV: lambda = 0.35, T_N = 453.4 K
operating temperature = 378 K
U for T_N at operating temperature = 1.316 eV
ring test: M real space = 0.310283
ring test: M folded bands = 0.310283
ring test: remaining charge wave = 5.8e-17
nesting mismatch = 10 meV
mismatch coefficient 7 zeta(3)/(4 pi^2) = 0.2131
T_N with mismatch = 271.0 K
threshold U with mismatch, T=0 = 0.977 eV
lambda reduced by fraction lambda = 0.210
T_N with reduced lambda = 67.5 K
states outside window = 0.70 /(spin site)
their assumed distance from Fermi level = 3.0 eV
their susceptibility, upper estimate = 0.1167 /eV
T_N with these states = 449.1 K
rough Fermi velocity = 5.0e+05 m/s
mean free path 10 nm: hbar v/l = 32.91 meV, over kB T_N = 1.356
mean free path 100 nm: hbar v/l = 3.29 meV, over kB T_N = 0.136
length hbar v/(kB T_N) = 13.6 nm
```
